# Lanczos recursion for frequency-dependent phonon conductivity without storing the collision matrix

## One collision event, solved by hand

Take three phonon modes linked by a single process: modes 1 and 2, each of energy \(E\), merge into mode 3 of energy \(2E\), and the reverse also happens. Set \(\hbar=1\). At the temperature where \(e^{E/k_BT}=2\), the Bose occupations are \(n_1=n_2=1\) and \(n_3=1/3\).

With intrinsic strength \(W\), the net rate of merging is

\[
R=W\left[n_1n_2(1+n_3)-(1+n_1)(1+n_2)n_3\right].
\]

At equilibrium the two terms are equal, each being \(\Gamma=4W/3\). To linearise, put \(r_i=n_i/(1+n_i)\), so that

\[
R=W(1+n_1)(1+n_2)(1+n_3)\,(r_1r_2-r_3).
\]

The bracket vanishes at equilibrium, so only its change matters at first order. Write a small deviation as \(\delta n_i=s_i^2\phi_i\) with \(s_i^2=n_i(1+n_i)\). Since \(\delta\ln r_i=\delta n_i/[n_i(1+n_i)]=\phi_i\), and \(r_1r_2=r_3\) at equilibrium,

\[
\delta R=\Gamma(\phi_1+\phi_2-\phi_3).
\]

Now use \(f_i=s_i\phi_i\), that is, \(\delta n_i=s_if_i\). Modes 1 and 2 lose a phonon per event and mode 3 gains one, so dividing each occupation equation by \(s_i\) gives

\[
\dot f=-\Omega f,\qquad \Omega=\Gamma uu^T,\qquad
u=\left(\tfrac1{s_1},\tfrac1{s_2},-\tfrac1{s_3}\right)^T .
\]

The matrix is symmetric, and \(f^T\Omega f=\Gamma(u\cdot f)^2\ge0\). Here \(s_1=s_2=\sqrt2\) and \(s_3=2/3\), so \(u=(1/\sqrt2,1/\sqrt2,-3/2)^T\).

The heat current of the deviation is \(\sum_i E_iv_is_if_i=b^Tf\), with \(b_i=E_iv_is_i\). Prescribe velocities \((v,v,0)\) to keep the arithmetic short. Then \(b\) points along \(q_1=(1,1,0)^T/\sqrt2\). The conductivity will turn out to be proportional to

\[
g(z)=q_1^T(\Omega+z)^{-1}q_1,\qquad z=\eta-i\omega,
\]

where \(\eta>0\) is a boundary scattering rate and \(\omega\) the angular drive frequency.

Apply \(\Omega\) to \(q_1\). Because \(u\cdot q_1=1\),

\[
\Omega q_1=\Gamma u=\Gamma q_1+\tfrac32\Gamma q_2,\qquad q_2=(0,0,-1)^T .
\]

The component along \(q_1\) is \(\alpha_1=\Gamma\); the length of the remainder is \(\beta_1=3\Gamma/2\). Apply \(\Omega\) again, with \(u\cdot q_2=3/2\):

\[
\Omega q_2=\tfrac32\Gamma u=\tfrac32\Gamma q_1+\tfrac94\Gamma q_2 .
\]

So \(\alpha_2=9\Gamma/4\) and nothing new remains. In the basis \((q_1,q_2)\) the operator is a \(2\times2\) matrix, and eliminating the second component gives

\[
g(z)=\frac1{\Gamma+z-\dfrac{9\Gamma^2/4}{9\Gamma/4+z}}
=\frac{9\Gamma/4+z}{z(z+13\Gamma/4)}
=\frac{9/13}{z}+\frac{4/13}{z+13\Gamma/4}.
\]

The first fraction is the part of the current that the collision cannot relax; only \(\eta\) or the finite frequency limits it. The second decays at the nonzero eigenvalue \(\Gamma u^2=13\Gamma/4\).

Stopping after one application would have given \(g_1=1/(\Gamma+z)\). At \(\omega=0\) and \(\eta=\Gamma/4\) this is \(4/(5\Gamma)\), whereas the full answer is \(20/(7\Gamma)\). One step misses the long-lived current badly, so the method needs an error estimate as well as a recursion.

## From one event to a crystal

Let a uniform temperature gradient \(\partial_xT=Ge^{-i\omega t}\) act on a crystal of volume \(V\). The mode label includes wavevector \(q\) and branch, and \(E\) is the phonon energy. Differentiating the Bose function gives \(\partial n^0/\partial T=Es^2/(k_BT^2)\). Inserting \(n=n^0+sf\) in the Boltzmann equation and dividing by \(s\),

\[
\partial_t f=-(\Omega+\eta)f-\frac{bG}{k_BT^2}e^{-i\omega t},
\qquad b=Ev_xs .
\]

Any uniform heating term is even under \(q\to-q\), while \(b\) is odd. Inversion symmetry of \(\Omega\) keeps the two sectors apart, so such a term does not affect the current. For \(f\propto e^{-i\omega t}\), the time derivative is \(-i\omega f\), whence

\[
f=-\frac G{k_BT^2}(\Omega+\eta-i\omega)^{-1}b .
\]

The heat current density is \(J=b^Tf/V\), and Fourier's law \(J=-\kappa G\) defines

\[
\boxed{\kappa(\omega)=\frac{b^T(\Omega+\eta-i\omega)^{-1}b}{Vk_BT^2}} .
\]

With this time convention a lagging current has positive \(\operatorname{Im}\kappa\).

For every event, energy conservation makes \(n_1n_2(1+n_3)\) equal to \((1+n_1)(1+n_2)n_3\). Their product is \((s_1s_2s_3)^2\), so each equals \(s_1s_2s_3\). Hence

\[
\Omega=\sum_{\text{events}}W s_1s_2s_3\,uu^T .
\]

On a finite wavevector grid the energy delta function must be broadened, here into a Gaussian. Using \(s_1s_2s_3\) for slightly off-shell events too keeps \(\Omega\) symmetric and positive semidefinite. Energy conservation is then approximate, but the energy mode is even in \(q\) and does not mix with \(b\).

### The interaction strength

The golden rule gives \(W=2\pi|V_3|^2\delta(E_1+E_2-E_3)\). A model for \(V_3\) comes from a chain of \(N\) atoms of mass \(M\), spacing \(a\), and bond energy \(kx^2/2+hx^3/6\). Expand displacements in waves of amplitude \((2MN\omega_q)^{-1/2}\). A wave stretches a bond by the factor \(2|\sin(qa/2)|=\omega_q\sqrt{M/k}\). Summing the cubic energy over \(N\) bonds gives

\[
|V_3|^2=h^2N^2\prod_{i=1}^3\frac{M\omega_i^2/k}{2MN\omega_i}
=\frac{h^2\omega_1\omega_2\omega_3}{8Nk^3}.
\]

A strain \(\epsilon\) changes the stiffness to \(k+ha\epsilon\). The Grüneisen number is therefore \(\gamma=-d\ln\omega/d\epsilon=-ha/(2k)\), while the sound speed obeys \(c^2=ka^2/M\). Eliminating \(h\) and \(k\),

\[
|V_3|^2=\frac{\gamma^2\omega_1\omega_2\omega_3}{2MNc^2}.
\]

This holds for the chain. In three dimensions it is adopted as a model, with \(N\) the number of cells and \(c\) the mean of the three branch speeds.

### Which events remain

Use a simple cubic lattice with frequencies

\[
\omega_p(q)=\frac{2c_p}{a}\left[\sum_{i=x,y,z}\sin^2\frac{q_ia}{2}\right]^{1/2},
\quad p=T,L,\quad c_T<c_L .
\]

Since \(|\sin(x+y)|\le|\sin x|+|\sin y|\), the triangle inequality gives \(\omega_p(q_1+q_2)\le\omega_p(q_1)+\omega_p(q_2)\). Equality would need parallel vectors of sines, and then the sine inequality is strict, so nonzero phonons cannot merge within one branch. Replacing an incoming \(T\) by a faster \(L\) only raises the left-over energy, which also excludes \(T+L\to T\) and \(L+L\to T\). What remains is \(T+T\to L\) and \(T+L\to L\).

The two transverse polarisations are equivalent here and carry the same \(\phi\). They are folded into one branch by replacing \(s\) with \(S=\sqrt2\,s\) in \(b\), \(u\) and \(f\); for \(L\), \(S=s\). The event rate keeps the original \(s_1s_2s_3\). In a sum over ordered momentum pairs it is multiplied by \(\tfrac12\cdot2\cdot2=2\) for \(T+T\), and by 2 for \(T+L\).

## The recursion without a matrix

Lanczos recursion needs only the product \(\Omega f\). For each momentum pair, compute the event rate \(w\), then

\[
F=w\left(\frac{f_1}{S_1}+\frac{f_2}{S_2}-\frac{f_3}{S_3}\right),
\]

and add \(F/S_1\), \(F/S_2\) and \(-F/S_3\) to the three entries of the result. The rate is then discarded. For \(M_q\) modes the work per product grows as \(M_q^2\), but the memory only as \(M_q\).

Start with \(q_1=b/|b|\), \(\beta_0=0\), and repeat

\[
\alpha_j=q_j^T\Omega q_j,\qquad
\beta_jq_{j+1}=\Omega q_j-\alpha_jq_j-\beta_{j-1}q_{j-1},
\]

with \(\beta_j\) the length of the right-hand side. No earlier vectors appear because, for \(i<j-1\), \(q_i^T\Omega q_j=(\Omega q_i)^Tq_j\), and \(\Omega q_i\) lies in the span of \(q_1,\ldots,q_{i+1}\), which is orthogonal to \(q_j\). Rounding damages this orthogonality, so the basis is kept and each new vector is orthogonalised against it again.

Collect the first \(m\) vectors in \(Q_m\), and let \(T_m\) be the tridiagonal matrix of the \(\alpha_j\) and \(\beta_j\). The recursion reads

\[
\Omega Q_m=Q_mT_m+\beta_mq_{m+1}e_m^T .
\]

Replacing \(\Omega\) by \(T_m\) and eliminating components from the last upwards gives

\[
\kappa_m=\frac{|b|^2}{Vk_BT^2}\,
\cfrac1{\alpha_1+z-\cfrac{\beta_1^2}{\alpha_2+z-\cdots-\cfrac{\beta_{m-1}^2}{\alpha_m+z}}} .
\]

The coefficients do not depend on \(z\). One run can therefore be reused for any frequency and any uniform boundary rate, though a smaller boundary rate may need more steps for the same accuracy.

## How far to trust a truncated fraction

Let \(Z=\Omega+z\), \(y=(T_m+z)^{-1}e_1\), and \(x=|b|Q_my\), the approximate solution of \(Zx=b\). Its residual is

\[
r=b-Zx=|b|q_1-|b|\left[Q_m(T_m+z)y+\beta_my_mq_{m+1}\right]
=-|b|\beta_my_mq_{m+1}.
\]

Because \(Z\) is symmetric without complex conjugation, \(b=Zx+r\) implies \(b^TZ^{-1}=x^T+r^TZ^{-1}\). Hence

\[
b^TZ^{-1}b-b^Tx=b^TZ^{-1}r=x^Tr+r^TZ^{-1}r=r^TZ^{-1}r,
\]

where \(x^Tr=0\) since \(q_{m+1}\) is orthogonal to \(Q_m\). Each eigenvalue \(\lambda\ge0\) of \(\Omega\) obeys \(|\lambda+\eta-i\omega|\ge|\eta-i\omega|\), so

\[
\boxed{|\kappa-\kappa_m|\le
\frac{|b|^2\beta_m^2|y_m|^2}{Vk_BT^2\,|\eta-i\omega|}} .
\]

In the three-mode example with \(m=1\), \(\eta=\Gamma/4\) and \(\omega=0\), the error in \(g\) is \(20/7-4/5=72/35\) in units of \(1/\Gamma\). The bound is \((9/4)(4/5)^2\cdot4=144/25\), larger as it must be.

At zero frequency \(r^TZ^{-1}r\ge0\), so \(\kappa_m\) is a lower limit and \(\kappa_m\) plus the bound an upper one. The lower limit does not fall as \(m\) grows: \(x\) maximises \(2b^Tx-x^TZx\) within the current space, and each step enlarges that space.

The last component of \(y\) follows from the cofactor of a tridiagonal matrix,

\[
|y_m|=\frac{\prod_{j=1}^{m-1}\beta_j}{\prod_{j=1}^m|\theta_j+\eta-i\omega|},
\]

with \(\theta_j\ge0\) the eigenvalues of \(T_m\). Every denominator grows with \(|\omega|\). The absolute bound is therefore largest at \(\omega=0\), and a stopping rule applied there covers all frequencies.

### The high-frequency limit

For \(|z|\) above the largest eigenvalue, expand

\[
q_1^TZ^{-1}q_1=\sum_{k\ge0}\frac{(-1)^k\mu_k}{z^{k+1}},\qquad \mu_k=q_1^T\Omega^kq_1 .
\]

For \(j\le m-1\), repeated use of the recursion gives \(\Omega^jq_1=Q_mT_m^je_1\). Splitting \(\Omega^k\) between the two sides shows that \(T_m\) reproduces \(\mu_0\) to \(\mu_{2m-1}\). One further application gives \(\Omega^mq_1\) an extra piece \((\prod_{j=1}^m\beta_j)q_{m+1}\), so \(\mu_{2m}\) is missed by \(\prod_{j=1}^m\beta_j^2\). The error falls as \(z^{-(2m+1)}\): fast driving needs few steps, and slow driving sets the cost.

### The hydrodynamic limit

A normal event conserves crystal momentum: \(q_1+q_2=q_3\), where these symbols again mean wavevectors, not Lanczos vectors. The drift vector \(d=Sq_x\) then satisfies \(u\cdot d=0\), so normal scattering cannot relax it. Split \(b\) into its projection on \(d\) and a remainder. If umklapp scattering, which changes momentum by a reciprocal lattice vector, is absent,

\[
b^TZ^{-1}b=\frac{(b\cdot d)^2}{d\cdot d}\,\frac1{\eta-i\omega}+\text{remainder}.
\]

This is the crystal version of the \(9/13\) term. With weak umklapp the pole moves to about \(\Gamma_U+\eta\), where \(\Gamma_U=d^T\Omega d/d^Td\). Phonon hydrodynamics requires normal scattering much faster than \(\Gamma_U+\eta\).

## A chip-sized example

The parameters are round numbers in the rough regime of silicon at 300 K: cell edge 0.27 nm, atomic mass 28 u, speeds 5500 m/s (transverse) and 8500 m/s (longitudinal), and \(\gamma=1\). The boundary length is 1000 nm, and the transverse speed divided by it gives \(\eta=5.5\) ns⁻¹. The grid has \(11^3\) wavevectors, the zero wavevector being inert, and the broadening is 0.004 eV.

The first coefficients, in ns⁻¹, are \(\alpha_1=513.7\), \(\beta_1=824.1\) and \(\alpha_2=4653.3\). One step gives 15.74 W/(m K). The second corrects the denominator:

\[
\alpha_1+\eta-\frac{\beta_1^2}{\alpha_2+\eta}
=519.2-145.8=373.4\ \text{ns}^{-1},
\]

\[
\kappa_2=15.74\times\frac{519.2}{373.4}=21.9\ \text{W/(m K)} .
\]

After 10 steps the value is 26.2, and after 31 it is 26.93 W/(m K), or 168 eV/(ns nm K). The bound is then 0.024 W/(m K), below 0.1% of the static value, which was the stopping criterion. The bound is pessimistic on the way: at 20 steps it is 6.0 W/(m K), although the value moves by only 0.05 afterwards. It assumes that the whole residual could decay as slowly as \(\eta\).

The basis holds 85,184 numbers, against 7,086,244 entries in the full matrix. On a \(7^3\) grid, where full diagonalisation is easy, the converged recursion agreed with it at 0, 1, 10 and 100 GHz to within \(10^{-7}\) of the static value.

### Frequency and boundaries

At a drive frequency \(\omega/2\pi\) of 10 GHz, \(\kappa=24.0+6.2i\) W/(m K); at 100 GHz it is \(5.0+9.6i\). The real part halves at 43 GHz. A single relaxation rate with the same static value and half-value frequency would give a real part of \(26.9/[1+(100/43.4)^2]=4.3\) W/(m K) at 100 GHz. The larger computed value reflects a spread of decay rates.

Shortening the boundary length to 100 nm, with all else fixed, raises \(\eta\) tenfold and lowers the static value to 22.0 W/(m K), from the same coefficients. A uniform \(\eta\) ignores the dependence of boundary scattering on each phonon's speed and direction.

### Is it hydrodynamic?

The drift vector carries 56% of \(|b|^2\). Its umklapp decay rate is 493 ns⁻¹, while the normal scattering rate, averaged with weight \(d^2\), is 225 ns⁻¹. Their ratio, 0.46, is far from the large value that hydrodynamics requires. Collective effects are still visible: keeping only each mode's own loss rate, the relaxation-time approximation, gives 23.5 W/(m K), 13% below the full operator.

### What the number leaves out

The error bound concerns the linear algebra, not the physics. Reducing the grid to \(9^3\) at fixed broadening gives 26.0 W/(m K); widening the broadening to 0.006 eV on that grid gives 25.0. Long waves in the omitted cell around \(q=0\) would add about 1.5 W/(m K) if their loss rates grew as \(q^2\). For longitudinal waves this estimate is too low: energy conservation lets them interact only with other long waves, so their loss rate falls faster than \(q^2\) as \(q\to0\). A relaxation-time estimate with the long-wave Rayleigh formula for isotope scattering and mass variance \(2\times10^{-4}\) lowers the result by 1.6%. This understates the effect. Between 10 and 40 meV the model's density of states exceeds the one assumed in the formula, about threefold near 30 meV where the transverse branch flattens. Above the top of that branch, near 46 meV, it is smaller, but the excess at lower energies prevails in the sum. The value of 27 W/(m K) therefore belongs to this grid and broadening and is not a converged property of the model. A finer grid, a narrower broadening and the missing long waves all raise it, together by more than ten per cent. On the \(9^3\) grid, heating from 300 to 380 K reduces it from 26.0 to 20.3 W/(m K).

Bulk silicon at room temperature conducts roughly 150 W/(m K), more than five times the model value, so this is not a prediction for silicon. The single Grüneisen number and polarisation-independent coupling are crude, and \(\Omega\propto\gamma^2\). On a fixed grid with boundaries neglected, \(\kappa\propto\gamma^{-2}\), and \(\gamma\approx0.4\) would recover the measured size. That shows the sensitivity to the coupling; it does not identify the cause of the gap. Optical branches and four-phonon scattering are also absent.

Real devices also break the assumption of a uniform gradient. Under periodic surface heating, the temperature penetrates to a depth \(\sqrt{2D/\omega}\), where \(D\) is the static conductivity divided by the heat capacity per volume. In this model the depth is 70 nm at 1 GHz and shrinks to the heat-weighted mean free path, 29 nm, at 5.9 GHz. Near and above that frequency \(\kappa(\omega)\) no longer describes surface heating, and a wavevector-dependent response is needed. The change is gradual: phonons with paths longer than the mean depart from local behaviour at lower frequencies. The 43 GHz half-value is therefore a property of the uniformly driven model on this grid, not a design limit for a chip. At fixed phonon speed \(D\) grows in proportion to the mean free path \(\ell\), so the crossover frequency \(D/(\pi\ell^2)\) falls as \(1/\ell\). The longer paths in real silicon would move the failure to lower frequency.

The numerical output lists the first three pairs of coefficients and a few more frequencies.

## Values computed for the example and the checks

```
cell edge 0.27 nm; atom mass 28.0 u; Grueneisen number 1.0
sound speeds: transverse 5500 m/s, longitudinal 8500 m/s
temperature 300 K; thermal energy kB T 0.02585 eV
energy broadening 0.004 eV; grid 11 x 11 x 11
lowest grid phonon 0.00755 eV; highest 0.07105 eV
boundary length 1000 nm; boundary rate 5.500 1/ns
modes M 2662; entries of full matrix 7086244
Lanczos steps m 31; stored basis numbers 85184
alpha_1 513.728 1/ns; beta_1 824.132 1/ns
alpha_2 4653.301 1/ns; beta_2 1684.769 1/ns
alpha_3 3936.280 1/ns; beta_3 1662.490 1/ns
static kappa after 1 steps 15.738 W/(m K); error bound 3.74e+03 W/(m K)
static kappa after 2 steps 21.882 W/(m K); error bound 946 W/(m K)
static kappa after 5 steps 24.576 W/(m K); error bound 125 W/(m K)
static kappa after 10 steps 26.249 W/(m K); error bound 45.9 W/(m K)
static kappa after 15 steps 26.742 W/(m K); error bound 9.91 W/(m K)
static kappa after 20 steps 26.882 W/(m K); error bound 6.01 W/(m K)
static kappa after 31 steps 26.927 W/(m K); error bound 0.0243 W/(m K)
kappa at 0 GHz: real 26.927, imag 0.000, bound 0.024 W/(m K)
kappa at 1 GHz: real 26.858, imag 0.904, bound 0.015 W/(m K)
kappa at 3 GHz: real 26.388, imag 2.530, bound 0.0049 W/(m K)
kappa at 10 GHz: real 23.973, imag 6.233, bound 0.00024 W/(m K)
kappa at 30 GHz: real 17.301, imag 11.077, bound 4.4e-07 W/(m K)
kappa at 100 GHz: real 5.036, imag 9.552, bound 3.1e-13 W/(m K)
static kappa converted 168.07 eV/(ns nm K)
drive frequency where real kappa is halved 43.381 GHz
static kappa, boundary length 100 nm, same run 22.017 W/(m K)
static kappa, relaxation-time approximation 23.463 W/(m K)
share of source vector along drift 0.5572
mean normal scattering rate 224.682 1/ns
drift decay rate by umklapp 492.876 1/ns
ratio normal rate / drift decay 0.456
heat capacity 1.7474 MJ/(m3 K)
heat-weighted mean free path 28.82 nm
thermal penetration depth at 1 GHz 70.04 nm
frequency where depth equals mean free path 5.907 GHz
estimated long-wave part missing from grid 1.51 W/(m K)
isotope variance 0.0002; estimated reduction 1.61 percent
static kappa, grid 9, same broadening 25.96 W/(m K)
static kappa, grid 9, broadening 0.006 eV 25.03 W/(m K)
static kappa, grid 9, temperature 380 K 20.31 W/(m K)
```
